\section*{Hyperfine g-factors by projection, applied to alkali ground levels, part 1}

(Sections cited here and not found follow in the second part.)

\section{The g-factor of a hyperfine level}

An atom has a nucleus of spin $\mathbf I$ and an electronic state of total angular momentum $\mathbf J$. The quantum numbers $I$ and $J$ are fixed: the field and the hyperfine interaction are too weak to mix in other electronic or nuclear states. The total angular momentum is
\begin{equation}
\mathbf F=\mathbf I+\mathbf J .
\end{equation}
The algebra is in atomic units, so $\hbar=1$ and the Bohr magneton is $\mu_B=1/2$. A static magnetic field $B$ points along $z$, and $u=\mu_B B=B/2$ is the energy that measures its strength. We take $B\ge 0$.

The magnetic moment is written with one sign convention for both parts,
\begin{equation}
\boldsymbol\mu=-\mu_B\left(g_J\mathbf J+g_I\mathbf I\right).
\end{equation}
The electron has a negative charge, so its moment is opposite to its spin and its $g$-factor is positive here. A nucleus whose moment is parallel to its spin has $g_I<0$. The energy $-\boldsymbol\mu\cdot\mathbf B$, added to the magnetic dipole interaction of nucleus and electrons, gives the model Hamiltonian
\begin{equation}
H=A\,\mathbf I\cdot\mathbf J+Z,\qquad Z=u\left(g_JJ_z+g_II_z\right),
\label{eq:H}
\end{equation}
where $A$ is a constant energy. When both $I\ge1$ and $J\ge1$, a real atom also has an electric quadrupole interaction, which is left out here. It changes the intervals found in (a), and with them the range of weak fields, so that these are no longer fixed by $A$ alone. It commutes with $\mathbf F$ and does not change the $g$-factor of a level that stays apart from the others. It is absent for $J=1/2$. Terms quadratic in $B$ in the electronic Hamiltonian are left out; they cannot change an energy shift that is linear in $B$.

\subsection*{(a) The levels without a field}
\textit{Which levels does $A\,\mathbf I\cdot\mathbf J$ produce, and how far apart are they?}

\textit{Solution.} Components of $\mathbf I$ commute with components of $\mathbf J$, because they act on different variables. Hence $\mathbf I\cdot\mathbf J=\mathbf J\cdot\mathbf I$, and squaring $\mathbf F$ gives
\begin{equation}
\mathbf F^2=\mathbf I^2+\mathbf J^2+2\,\mathbf I\cdot\mathbf J .
\label{eq:F2}
\end{equation}
The operators $\mathbf I^2$ and $\mathbf J^2$ have the fixed values $I(I+1)$ and $J(J+1)$. The eigenstates of $\mathbf I\cdot\mathbf J$ are therefore those of $\mathbf F^2$, and we label them $|F,m\rangle$, with $m$ the eigenvalue of $F_z$. Their energies are
\begin{equation}
E_F=\frac A2\left[F(F+1)-I(I+1)-J(J+1)\right].
\label{eq:EF}
\end{equation}

To see which $F$ occur, count the product states $|m_I,m_J\rangle$ with $m_I+m_J=m$. There is one for $m=I+J$. Each step down in $m$ adds one more, until $m=|I-J|$, where all the values of the smaller spin are in use. From there to $m=-|I-J|$ the number stays the same. A multiplet of given $F$ contributes one state to every $m$ from $-F$ to $F$, so the number of multiplets with a given $F$ is the number of states at $m=F$ less the number at $m=F+1$. This is one for
\begin{equation}
F=|I-J|,\ |I-J|+1,\ \dots,\ I+J,
\end{equation}
and zero otherwise. Each $F$ occurs once, and its level has $2F+1$ states. Neighbouring levels are separated by
\begin{equation}
E_F-E_{F-1}=\frac A2\left[F(F+1)-(F-1)F\right]=AF .
\label{eq:interval}
\end{equation}

\subsection*{(b) What a weak field requires}
\textit{Let $u$ be small compared with the hyperfine intervals. Which matrix elements of $Z$ fix the energy shifts to first order in $u$?}

\textit{Solution.} The level is degenerate, so the first-order shifts are the eigenvalues of the matrix of $Z$ within its $2F+1$ states. Elements of $Z$ that lead to other levels enter at second order, divided by a hyperfine interval; this is why the interval sets the scale for a weak field.

Both $J_z$ and $I_z$ commute with $F_z=I_z+J_z$. Taking a matrix element of $[F_z,Z]=0$ gives
\begin{equation}
0=\langle F,m'|F_zZ-ZF_z|F,m\rangle=(m'-m)\langle F,m'|Z|F,m\rangle .
\end{equation}
The element vanishes unless $m'=m$, so the matrix is already diagonal. The shift is
\begin{equation}
\Delta E^{(1)}=u\left(g_J\langle J_z\rangle+g_I\langle I_z\rangle\right),\qquad
\langle J_z\rangle+\langle I_z\rangle=m,
\label{eq:first}
\end{equation}
with mean values in $|F,m\rangle$. One unknown remains, $\langle J_z\rangle$. It could be found from the expansion of $|F,m\rangle$ in product states, separately for each $m$. The next three parts find it for all $m$ together.

\subsection*{(c) An operator with no elements inside a level}
\textit{Define $\mathbf W=\mathbf I\times\mathbf J$. Compute $[\mathbf F^2,J_k]$ and deduce the matrix elements of $W_k$ between states of the same $F$.}

\textit{Solution.} Use (\ref{eq:F2}). The component $J_k$ commutes with $\mathbf I^2$ and with $\mathbf J^2$, which leaves the last term. With $[J_l,J_k]=i\sum_n\varepsilon_{lkn}J_n$,
\begin{align}
[\mathbf F^2,J_k]&=2\sum_l I_l[J_l,J_k]
=2i\sum_{ln}\varepsilon_{lkn}I_lJ_n\nonumber\\
&=-2i\sum_{ln}\varepsilon_{kln}I_lJ_n=-2i\,W_k .
\label{eq:comm}
\end{align}
The sign changed because $\varepsilon_{lkn}$ and $\varepsilon_{kln}$ differ by one exchange of indices. Between two states of the same $F$, the operator $\mathbf F^2$ gives the same number on the left and on the right:
\begin{equation}
-2i\langle F,m'|W_k|F,m\rangle
=\left[F(F+1)-F(F+1)\right]\langle F,m'|J_k|F,m\rangle=0 .
\label{eq:Wzero}
\end{equation}

This has a mechanical meaning. Without a field, Heisenberg's equation of motion gives
\begin{equation}
\frac{d\mathbf J}{dt}=i[A\,\mathbf I\cdot\mathbf J,\mathbf J]
=\frac{iA}{2}[\mathbf F^2,\mathbf J]=A\,\mathbf I\times\mathbf J .
\end{equation}
For classical vectors $\mathbf J\times\mathbf J=0$, so the right side equals $A\,\mathbf F\times\mathbf J$, and $\mathbf J$ precesses about the constant vector $\mathbf F$. The rate of change $A\mathbf W$ is perpendicular to $\mathbf F$ and averages to zero over a turn. Equation (\ref{eq:Wzero}) is the quantum form of that average.

\subsection*{(d) A vector identity}
\textit{Classically, $\mathbf F\times(\mathbf F\times\mathbf J)=\mathbf F(\mathbf F\cdot\mathbf J)-\mathbf F^2\mathbf J$. Find the corresponding operator identity for $\mathbf F\times\mathbf W$, keeping the order of the factors.}

\textit{Solution.} First relate $\mathbf W$ to $\mathbf F\times\mathbf J$. The components of $\mathbf J$ do not commute, so $\mathbf J\times\mathbf J$ is not zero:
\begin{equation}
(\mathbf J\times\mathbf J)_x=J_yJ_z-J_zJ_y=[J_y,J_z]=iJ_x ,
\end{equation}
and likewise for the other components. Therefore
\begin{equation}
\mathbf F\times\mathbf J=\mathbf I\times\mathbf J+\mathbf J\times\mathbf J=\mathbf W+i\mathbf J .
\label{eq:FxJ}
\end{equation}
Now expand the double product with $\sum_n\varepsilon_{kln}\varepsilon_{npq}=\delta_{kp}\delta_{lq}-\delta_{kq}\delta_{lp}$, without moving any operator past another:
\begin{equation}
[\mathbf F\times(\mathbf F\times\mathbf J)]_k
=\sum_l F_lF_kJ_l-\sum_lF_lF_lJ_k .
\end{equation}
The second sum is $\mathbf F^2J_k$. In the first, exchange the two components of $\mathbf F$ by $F_lF_k=F_kF_l+i\sum_n\varepsilon_{lkn}F_n$:
\begin{equation}
\sum_lF_lF_kJ_l=F_k(\mathbf F\cdot\mathbf J)+i\sum_{ln}\varepsilon_{lkn}F_nJ_l .
\end{equation}
A cyclic change of indices gives $\varepsilon_{lkn}=\varepsilon_{knl}$, so the last sum is $i(\mathbf F\times\mathbf J)_k$. Thus
\begin{equation}
\mathbf F\times(\mathbf F\times\mathbf J)
=\mathbf F(\mathbf F\cdot\mathbf J)-\mathbf F^2\mathbf J+i\,\mathbf F\times\mathbf J .
\end{equation}
By (\ref{eq:FxJ}) the left side is also $\mathbf F\times\mathbf W+i\,\mathbf F\times\mathbf J$. The terms $i\,\mathbf F\times\mathbf J$ cancel, and
\begin{equation}
\mathbf F\times\mathbf W=\mathbf F(\mathbf F\cdot\mathbf J)-\mathbf F^2\mathbf J .
\label{eq:identity}
\end{equation}
The quantum correction to the classical double product is absorbed when $\mathbf F\times\mathbf J$ is replaced by $\mathbf W$.

\subsection*{(e) The projection rule}
\textit{Use (c) and (d) to express $\mathbf J$ and $\mathbf I$ inside one level through $\mathbf F$. Treat $F=0$ separately.}

\textit{Solution.} Let $P=\sum_m|F,m\rangle\langle F,m|$ project on the level. Each component of $\mathbf F$ commutes with $\mathbf F^2$, so it does not leave the level, and $PF_l=F_lP$. Place $P$ on both sides of (\ref{eq:identity}). The left side vanishes by (\ref{eq:Wzero}):
\begin{equation}
P(\mathbf F\times\mathbf W)_kP=\sum_{ln}\varepsilon_{kln}F_l\,(PW_nP)=0 .
\end{equation}
On the right, $\mathbf F^2$ stands next to $P$ and becomes $F(F+1)$. Hence
\begin{equation}
F(F+1)\,P\mathbf JP=P\,\mathbf F(\mathbf F\cdot\mathbf J)P .
\label{eq:proj}
\end{equation}
The scalar product follows from $\mathbf I=\mathbf F-\mathbf J$. Since $\mathbf F\cdot\mathbf J=\mathbf I\cdot\mathbf J+\mathbf J^2=\mathbf J\cdot\mathbf F$, squaring gives $\mathbf I^2=\mathbf F^2+\mathbf J^2-2\,\mathbf F\cdot\mathbf J$, or
\begin{equation}
\mathbf F\cdot\mathbf J=\tfrac12\left(\mathbf F^2+\mathbf J^2-\mathbf I^2\right).
\label{eq:FdotJ}
\end{equation}
Inside the level this is a number. For $F>0$ we may divide (\ref{eq:proj}) by $F(F+1)$:
\begin{equation}
P\mathbf JP=a_F\,P\mathbf FP,\qquad
a_F=\frac{F(F+1)+J(J+1)-I(I+1)}{2F(F+1)} .
\label{eq:aF}
\end{equation}
Subtracting this from $P\mathbf FP$ gives the nuclear part,
\begin{equation}
P\mathbf IP=b_F\,P\mathbf FP,\qquad
b_F=1-a_F=\frac{F(F+1)+I(I+1)-J(J+1)}{2F(F+1)} .
\label{eq:bF}
\end{equation}
The weight $a_F$ is $\mathbf F\cdot\mathbf J/\mathbf F^2$: the component of $\mathbf J$ along $\mathbf F$ survives and the precessing part drops out.

For $F=0$, equation (\ref{eq:proj}) reads $0=0$ and says nothing. But every component of $\mathbf F$ gives zero on the single state $|0,0\rangle$, and $[F_x,J_y]=[J_x,J_y]=iJ_z$, so
\begin{equation}
i\langle0,0|J_z|0,0\rangle=\langle0,0|F_xJ_y-J_yF_x|0,0\rangle=0 .
\end{equation}
Then $\langle I_z\rangle=0$ as well. There is no linear shift and no $g$-factor to define.

The rule holds inside a level and not between levels. For $I=J=1/2$, let the first arrow denote the nucleus. Then $J_z$ takes $|0,0\rangle=(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle)/\sqrt2$ into $-\tfrac12|1,0\rangle$, whereas $F_z|0,0\rangle=0$.

\subsection*{(f) The g-factor}
\textit{Write the first-order shift as $u\,g_F\,m$, find $g_F$ for $F>0$, and check it in simple cases.}

\textit{Solution.} The $z$ components of (\ref{eq:aF}) and (\ref{eq:bF}) give $\langle J_z\rangle=a_Fm$ and $\langle I_z\rangle=b_Fm$. Equation (\ref{eq:first}) becomes
\begin{equation}
\Delta E^{(1)}=u\,g_F\,m,\qquad g_F=g_Ja_F+g_Ib_F .
\label{eq:gF}
\end{equation}
The $2F+1$ sublevels are equally spaced to this order. Three cases can be checked by other means.

If $g_I=g_J=g$, then $Z=ug\,F_z$, and the $g$-factor must be $g$. It is, because $a_F+b_F=1$.

If $I=J$, the two spins enter the states on an equal footing. The weights are then $a_F=b_F=1/2$, and $g_F=(g_J+g_I)/2$ for every $F>0$.

If $F=I+J$, the numerator of $a_F$ is
\begin{equation}
(I+J)(I+J+1)+J(J+1)-I(I+1)=2J(I+J+1),
\end{equation}
so $a_F=J/(I+J)$. At $m=F$ this gives $\langle J_z\rangle=J$, as it must, since the state with the largest $m$ is the product state with $m_I=I$ and $m_J=J$.

The constant $A$ does not appear in $g_F$. It fixes the intervals. For given $g_J$, $g_I$ and sign of $A$, the operator $H/A$ depends on the field only through $u/A$, so the range of fields in which the linear shift is a good approximation is proportional to $|A|$. The numerical check tests (\ref{eq:comm}), (\ref{eq:identity}) and the weights with explicit spin matrices, and $g_F$ with energies found by diagonalization.

\section{The two ground levels of an alkali atom}

The symbols are those of the first half. The nuclear spin $\mathbf I$ and the electronic angular momentum $\mathbf J$ add to $\mathbf F$; $m$ is the eigenvalue of $F_z$; $u=\mu_BB$ measures the field; and
\begin{equation}
H=A\,\mathbf I\cdot\mathbf J+Z,\qquad Z=u\left(g_JJ_z+g_II_z\right).
\end{equation}
A nuclear moment parallel to the nuclear spin means $g_I<0$. Without a field, neighbouring levels $F$ and $F-1$ are separated by $AF$. Inside a level with $F>0$, $\mathbf J$ acts as $a_F\mathbf F$ and $\mathbf I$ as $b_F\mathbf F$, with
\begin{equation}
a_F=\frac{F(F+1)+J(J+1)-I(I+1)}{2F(F+1)},\qquad b_F=1-a_F .
\label{eq:weights2}
\end{equation}
The first-order shift in a weak field is $u\,g_F\,m$, with $g_F=g_Ja_F+g_Ib_F$.

An alkali atom in its ground state has one valence electron in an $s$ orbital outside closed shells. The orbital angular momentum is zero and $J=1/2$ is the electron spin, so $g_J$ is close to 2.

We have shown that in a weak field a hyperfine level with $F>0$ has the first-order shift $u\,g_F\,m$ with $g_F=g_Ja_F+g_Ib_F$, while a level with $F=0$ has no linear shift. It remains to apply this to the two ground levels of an alkali atom, compare their $g$-factors, and find how the shifts depart from the linear law as the field grows.
